\section*{From the Green-Kubo Phonon Bubble to the Relaxation-Time Conductivity}

\section{A conductivity that falls too slowly}

In a silicon-like lattice model at 300 K, the relaxation-time formula gives a thermal conductivity of 125 W/(m K). If every phonon linewidth is multiplied by 100, with frequencies and temperature held fixed, the formula gives 1.25 W/(m K). The Green-Kubo correlation evaluated with the same broadened phonons gives 1.39 W/(m K), 11\% more. (These are values on the mesh used below; converged values are about 3\% higher.) At the original widths the two calculations differ by only one part in $10^4$.

The excess comes from terms that couple pairs of different branches at the same wavevector $\mathbf q$. Its size belongs to the approximation used here and, as shown in the example, changes with the positions to which energy is assigned. To find it, and to see why it fades for narrow lines, we derive the conductivity from the heat current. We treat the component $\kappa=\kappa_{xx}$, write $q$ for $q_x$ in derivatives, and keep the current of the harmonic lattice. Anharmonic forces enter through the linewidths alone.

\section{The heat current in phonon coordinates}

Let $i$ label an atom and a Cartesian direction, $u_i$ the displacement times the square root of the mass, and $p_i=\dot u_i$. With the real symmetric dynamical matrix $D_{ij}$, assign to each $i$ the energy
\begin{equation}
E_i=\tfrac12p_i^2+\tfrac12\sum_j u_iD_{ij}u_j .
\end{equation}
The harmonic equation of motion is $\dot p_i=-\sum_jD_{ij}u_j$, so
\begin{align}
\dot E_i&=\sum_j\left[-p_iD_{ij}u_j+\tfrac12p_iD_{ij}u_j+\tfrac12u_iD_{ij}p_j\right]\nonumber\\
&=\tfrac12\sum_j\left(u_iD_{ij}p_j-p_iD_{ij}u_j\right).
\end{align}
The volume $V$ times the current density $J$ is $\sum_iR_i\dot E_i$, with $R_i$ the equilibrium $x$ coordinate. Exchanging the labels in the second term gives
\begin{equation}
VJ=\tfrac12\sum_{ij}(R_i-R_j)\,u_iD_{ij}p_j .
\end{equation}
Terms on the same atom vanish, so the surviving $u_i$ and $p_j$ commute and no ordering question remains. In a periodic crystal $R_i-R_j$ is the separation of the interacting pair.

Now expand $u_i=N^{-1/2}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}u_a(\mathbf q)$, where $a$ is the place of $i$ in its cell and $N$ the number of cells. The matrix $D(\mathbf q)$ is the sum of $D_{ij}e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}$ over cells. Differentiating it brings down $-i(R_i-R_j)$, so the sum weighted by $R_i-R_j$ equals $i\,\partial D/\partial q$.

Let $e_s(\mathbf q)$ be the eigenvectors of $D(\mathbf q)$, with eigenvalues $\omega_s^2$, and $Q_s=e_s^\dagger u$, $P_s=e_s^\dagger p$. Then
\begin{equation}
VJ=\frac i2\sum_{\mathbf q ss'}W_{ss'}Q_s^\dagger P_{s'},\qquad
W_{ss'}=e_s^\dagger\frac{\partial D}{\partial q}e_{s'} .
\label{current}
\end{equation}
Define the velocity matrix
\begin{equation}
v_{ss'}=\frac{W_{ss'}}{2\sqrt{\omega_s\omega_{s'}}} .
\end{equation}
First-order perturbation theory gives $W_{ss}=\partial\omega_s^2/\partial q=2\omega_s\,\partial\omega_s/\partial q$, so $v_{ss}=v_s$ is the group velocity. The elements with $s\ne s'$ couple two branches at one $\mathbf q$.

Two symmetries will fix signs. $W$ is Hermitian. Since $D(-\mathbf q)=D(\mathbf q)^*$, we may choose $e_s(-\mathbf q)=e_s(\mathbf q)^*$. This gives $Q_s(\mathbf q)^\dagger=Q_s(-\mathbf q)$ and, because the derivative changes sign, $W_{ss'}(-\mathbf q)=-W_{ss'}(\mathbf q)^*$.

\section{Green-Kubo at zero frequency}

The Green-Kubo formula is
\begin{equation}
\kappa=\frac{V}{k_BT^2}\int_0^\infty K(t)\,dt,\qquad
K(t)=\frac1\beta\int_0^\beta d\lambda\,\langle J(t-i\hbar\lambda)J(0)\rangle ,
\end{equation}
with $\beta=1/k_BT$. Let $S(\omega)=\int dt\,e^{i\omega t}\langle J(t)J(0)\rangle$. The shift in imaginary time multiplies $S$ by $e^{-\lambda\hbar\omega}$, and the $\lambda$ integral gives
\begin{equation}
K(\omega)=S(\omega)\frac{1-e^{-\beta\hbar\omega}}{\beta\hbar\omega} .
\end{equation}
Detailed balance, $S(-\omega)=e^{-\beta\hbar\omega}S(\omega)$, makes $K(\omega)$ even. Hence $K(t)$ is even, and the half-line integral is half of $K(\omega=0)=S(0)$:
\begin{equation}
\kappa=\frac{V}{2k_BT^2}\int_{-\infty}^{\infty}dt\,\langle J(t)J(0)\rangle .
\label{gk}
\end{equation}

\section{The Lorentzian propagator}

For an undamped mode, with $n(\omega)=1/(e^{\beta\hbar\omega}-1)$,
\begin{equation}
C_s(t)=\langle Q_s(t)Q_s^\dagger(0)\rangle=\frac{\hbar}{2\omega_s}\left[(n_s+1)e^{-i\omega_st}+n_se^{i\omega_st}\right].
\end{equation}
Because $1+n(-\omega)=-n(\omega)$, its Fourier transform is
\begin{equation}
C_s(\omega)=\frac{\pi\hbar}{\omega_s}[1+n(\omega)]B_s(\omega),
\label{fdt}
\end{equation}
with $B_s=\delta(\omega-\omega_s)-\delta(\omega+\omega_s)$. Damping replaces each delta function by a Lorentzian $L_s(x)=(\gamma_s/\pi)/(x^2+\gamma_s^2)$ of half width $\gamma_s$ at half maximum:
\begin{align}
B_s(\omega)&=L_s(\omega-\omega_s)-L_s(\omega+\omega_s)\nonumber\\
&=\frac{4\gamma_s\omega\omega_s/\pi}{[(\omega-\omega_s)^2+\gamma_s^2][(\omega+\omega_s)^2+\gamma_s^2]} .
\label{B}
\end{align}
We assume that damping does not mix branches. This matters most when lines overlap: in the classical version of the example below, on a $12\times8\times8$ mesh, an off-diagonal damping $\pm0.3\sqrt{\gamma_1\gamma_2}\sin 2q_xd$, taken with the phase of $W_{12}$ and with the diagonal damping and the stiffness $\omega_s^2+\gamma_s^2$ unchanged, moves the excess at widths $\times100$ from 12.8\% to 12.2\% or 13.7\%. Both Lorentzians are needed for $C_s(\omega)$ itself. A single one would not vanish at $\omega=0$, and the factor $1+n\simeq k_BT/\hbar\omega$ would make $C_s(\omega)$ diverge there. The conductivity is less sensitive: dropping the second Lorentzian in (\ref{bubble}) leaves the integral finite and, in the example below at widths $\times100$, turns 1.246 and 0.140 into 1.251 and 0.142.

The potential energy depends on positions alone, so $P_s=\dot Q_s$ also holds in the anharmonic crystal. Differentiating with respect to the later or the earlier time gives
\begin{equation}
\langle P_s(t)Q_s^\dagger\rangle=\dot C_s,\quad
\langle Q_s(t)P_s^\dagger\rangle=-\dot C_s,\quad
\langle P_s(t)P_s^\dagger\rangle=-\ddot C_s .
\label{deriv}
\end{equation}

\section{The two pairings}

Inserting (\ref{current}) in the correlation gives
\begin{align}
V^2\langle J(t)J(0)\rangle={}&-\frac14\sum W_{ss'}(\mathbf q)W_{rr'}(\mathbf q')\nonumber\\
&\times\langle Q_s(-\mathbf q,t)P_{s'}(\mathbf q,t)Q_r(-\mathbf q')P_{r'}(\mathbf q')\rangle .
\end{align}
Omitting vertex corrections means replacing the four-operator average by products of two dressed propagators. Pairing operators at equal times gives $\langle J\rangle^2=0$, since $W_{ss}$ is odd in $\mathbf q$. Two pairings remain.

\begin{itemize}
\item $Q$ with $Q$ and $P$ with $P$ requires $\mathbf q'=-\mathbf q$, $r=s$, $r'=s'$. The prefactor is $-\frac14W_{ss'}(\mathbf q)W_{ss'}(-\mathbf q)=+\frac14|W_{ss'}|^2$, and the propagators give $-C_s\ddot C_{s'}$.
\item $Q$ with $P$ and $P$ with $Q$ requires $\mathbf q'=\mathbf q$, $r=s'$, $r'=s$. The prefactor is $-\frac14W_{ss'}W_{s's}=-\frac14|W_{ss'}|^2$, and the propagators give $(-\dot C_s)(\dot C_{s'})$.
\end{itemize}
Integrating the first contribution by parts over all time turns $-C_s\ddot C_{s'}$ into $\dot C_s\dot C_{s'}$, so the two are equal and add:
\begin{align}
V^2\!\int\! dt\,\langle J(t)J(0)\rangle
&=\frac12\sum_{\mathbf q ss'}|W_{ss'}|^2\int dt\,\dot C_s\dot C_{s'}\nonumber\\
&=\frac12\sum_{\mathbf q ss'}|W_{ss'}|^2\int\frac{d\omega}{2\pi}\,\omega^2C_s(\omega)C_{s'}(-\omega).
\label{pairs}
\end{align}
The last line uses $\int fg\,dt=\int f(\omega)g(-\omega)\,d\omega/2\pi$ and $(-i\omega)(i\omega)=\omega^2$. From (\ref{fdt}), with $1+n(-\omega)=-n(\omega)$ and $B_{s'}$ odd,
\begin{equation}
C_s(\omega)C_{s'}(-\omega)=\frac{\pi^2\hbar^2}{\omega_s\omega_{s'}}\,n(n+1)B_sB_{s'} .
\end{equation}
Put this and $|W_{ss'}|^2=4\omega_s\omega_{s'}|v_{ss'}|^2$ into (\ref{gk}). The numerical factors are $\frac12\cdot\frac12\cdot4\cdot\pi^2/2\pi=\pi/2$. The remaining thermal factor is the heat capacity of a mode,
\begin{equation}
c(\omega)=\frac{\hbar^2\omega^2}{k_BT^2}n(n+1)=k_B\left(\frac{y}{\sinh y}\right)^2,\qquad y=\frac{\hbar\omega}{2k_BT}.
\end{equation}
The integrand is even, so twice the positive half gives
\begin{equation}
\boxed{\kappa=\frac1V\sum_{\mathbf q ss'}|v_{ss'}|^2I_{ss'},\qquad
I_{ss'}=\pi\int_0^\infty c(\omega)B_s(\omega)B_{s'}(\omega)\,d\omega}
\label{bubble}
\end{equation}

\section{Narrow lines: the diagonal part}

Set $x=\omega-\omega_s$ near the resonance. Equation (\ref{B}) becomes
\begin{equation}
B_s=L_s(x)\frac{4\omega_s^2+4\omega_sx}{4\omega_s^2+4\omega_sx+x^2+\gamma_s^2}
\simeq L_s(x)\left[1-\frac{x^2+\gamma_s^2}{4\omega_s^2}\right].
\end{equation}
The integrals needed are $\pi\int L_s^2dx=1/2\gamma_s$ and $\pi\int x^2L_s^2dx=\gamma_s/2$, so the mean of $x^2$ with weight $L_s^2$ is $\gamma_s^2$. Expanding $c(\omega)$ to second order about $\omega_s$, where odd terms cancel, gives
\begin{equation}
I_{ss}=\frac{c_s}{2\gamma_s}\left[1-\frac{\gamma_s^2}{\omega_s^2}+\frac{\gamma_s^2c_s''}{2c_s}+O(\gamma_s^3)\right].
\label{diag}
\end{equation}
Far from the peak $B_s^2$ is of order $\gamma_s^2$. Relative to the leading $1/\gamma_s$ this is the cubic remainder.

In the classical limit $c=k_B$ the integral can be done in full. Extend it to the whole line and expand the square. Each squared Lorentzian gives $1/2\pi\gamma_s$, and the overlap of the two is a Lorentzian of half width $2\gamma_s$ taken at distance $2\omega_s$:
\begin{equation}
I_{ss}=\frac{\pi k_B}{2}\left[\frac{1}{\pi\gamma_s}-\frac{2(2\gamma_s/\pi)}{4\omega_s^2+4\gamma_s^2}\right]
=\frac{k_B}{2\gamma_s}\,\frac{\omega_s^2}{\omega_s^2+\gamma_s^2}.
\end{equation}
This lowering belongs to the line shape and is not a general effect of damping. The denominator of (\ref{B}) equals $(\omega^2-\omega_s^2-\gamma_s^2)^2+4\gamma_s^2\omega^2$, which describes an oscillator of stiffness $\omega_s^2+\gamma_s^2$, while $W$ is built from $\omega_s^2$. A classical damped oscillator of stiffness $\omega_s^2$ gives exactly $k_B/2\gamma_s$, and in (\ref{diag}) the term $-\gamma_s^2/\omega_s^2$ is then replaced by $-\gamma_s^2c_s'/2\omega_sc_s$, which comes from the resonance moving down by $\gamma_s^2/2\omega_s$ and vanishes in the classical limit. Corrections of relative order $\gamma_s^2/\omega_s^2$ are therefore not fixed by the linewidth alone.

\section{Separated lines: the off-diagonal part}

For $s\ne s'$ the product $B_sB_{s'}$ has two peaks. At $\omega_s$ the first factor acts as a unit-area peak, while the second has its tail value, $4\gamma_{s'}\omega_s\omega_{s'}/[\pi(\omega_s^2-\omega_{s'}^2)^2]$. Adding the other peak gives, to leading order in the widths,
\begin{equation}
I_{ss'}\simeq\frac{4\omega_s\omega_{s'}(c_s\gamma_{s'}+c_{s'}\gamma_s)}{(\omega_s^2-\omega_{s'}^2)^2}.
\label{off}
\end{equation}
This is proportional to the width, whereas $I_{ss}$ is inversely proportional to it. Scaling all widths by $g$ therefore scales the interband share by $g^2$.

If the separation $\Delta=|\omega_s-\omega_{s'}|$ and the widths are all small compared with the frequencies and with $k_BT/\hbar$, whatever the ratio of $\Delta$ to the widths, then $c$ is nearly constant and the overlap of two Lorentzians gives
\begin{equation}
I_{ss'}\simeq c\,\frac{\gamma_s+\gamma_{s'}}{\Delta^2+(\gamma_s+\gamma_{s'})^2}.
\label{overlap}
\end{equation}
For equal widths $\gamma$, its ratio to $c/2\gamma$ is $4\gamma^2/(\Delta^2+4\gamma^2)$. It starts quadratically and saturates at one when the lines merge.

Hence, at fixed temperature, if $\gamma_s\ll\omega_s$, $\gamma_s\ll k_BT/\hbar$ and $\gamma_s+\gamma_{s'}\ll|\omega_s-\omega_{s'}|$ at the same $\mathbf q$,
\begin{equation}
\kappa\to\frac1V\sum_{\mathbf q s}c_sv_s^2\tau_s,\qquad\tau_s=\frac1{2\gamma_s}.
\label{rta}
\end{equation}
The amplitude decays at rate $\gamma_s$ and the energy at $2\gamma_s$, hence the factor of two. The limit needs narrower lines when the group velocities are small against $|v_{ss'}|$, since by (\ref{off}) the interband share is of order $|v_{ss'}|^2\gamma^2/v_s^2\Delta^2$: for nearly flat branches in the model below the three inequalities hold, yet the interband term is 3\% of (\ref{rta}) for springs of 47.98 and 0.02 N/m and 32\% for 47.998 and 0.002 N/m, growing as $1/K_2$. Narrowing all lines tenfold still divides these ratios by 100. These ratios need a mesh refined towards $\mathbf q=0$; the uniform mesh used below misses most of (\ref{rta}) in this case. For a single mode with $\hbar\omega_s$ far above $k_BT$ the line must be narrower than the inequalities suggest: at $\gamma_s/\omega_s=0.001$ and $\hbar\omega_s/k_BT=40$ the low-frequency tail treated below makes $I_{ss}$ several hundred times $c_s/2\gamma_s$. This relative excess falls as $\gamma_s^3$ and is below 0.1\% at $\gamma_s/\omega_s=10^{-5}$. Modes at different $\mathbf q$ may have equal frequencies, because the harmonic current does not couple them. Degenerate modes at one $\mathbf q$ with equal widths need a basis that diagonalises $v$ within their subspace. Their off-diagonal terms then vanish and (\ref{rta}) holds.

\section{A silicon-like example}

Atoms of mass $m=28.09$ u sit on a cubic grid of spacing $d=0.2715$ nm. Springs along $x$ alternate between $K_1=28$ and $K_2=20$ N/m, and lateral springs have $K_l=24$ N/m. The three polarisations are identical and uncoupled. For each, the two-atom cell gives
\begin{align}
D_{11}=D_{22}&=\frac{K_1+K_2+2K_l(2-\cos q_yd-\cos q_zd)}{m},\nonumber\\
D_{12}=D_{21}^*&=-\frac{K_1e^{iq_xd}+K_2e^{-iq_xd}}{m}.
\end{align}
The total scattering rate is chosen as $1/\tau=A\omega^2$ with $A=4\times10^{-5}$ ps, which gives 10 ps at 50 rad/ps.

Consider $q_x=0.9\pi/2d$, $q_y=q_z=\pi/2d$. Diagonalising $D$ gives the following values, with $\gamma=A\omega^2/2$.

\begin{center}
\begin{tabular}{lcc}
 & branch 1 & branch 2\\
$\omega$ (rad/ps) & 53.42 & 57.63\\
$\gamma$ (1/ps) & 0.0571 & 0.0664\\
$v$ (km/s) & 1.730 & $-1.604$\\
$c/k_B$ & 0.859 & 0.838\\
$\tau$ (ps) & 8.76 & 7.53
\end{tabular}
\end{center}

With one more digit than in the table, the diagonal integrals are $I_{11}/k_B=0.8591\times8.761=7.53$ ps and $I_{22}/k_B=0.8384\times7.528=6.31$ ps. Since 1 km/s is 1 nm/ps, their contribution is $1.730^2\times7.53+1.604^2\times6.31=38.8$ nm$^2$/ps. The separation is 34 times $\gamma_1+\gamma_2$, so (\ref{off}) applies and gives $I_{12}/k_B=0.0059$ ps. With $|v_{12}|=1.848$ km/s, the two orderings add $2\times1.848^2\times0.0059=0.040$ nm$^2$/ps, about 0.1\% of the diagonal part. The velocities are comparable; the factor that suppresses the interband term is $I_{12}$.

For the whole crystal, the $\mathbf q$ sum used $12\times24\times24$ midpoints in one octant of the zone, with cell volume $2d^3$ and a factor 3 for polarisation. The integrals in (\ref{bubble}) were done by Gauss-Legendre quadrature. Conductivities are in W/(m K). The digits serve to compare columns on this mesh; the first two columns are about 3\% below their converged values:

\begin{center}
\begin{tabular}{lccc}
widths & relaxation time & intraband & interband\\
$\times1$ & 125.17 & 125.17 & 0.012\\
$\times10$ & 12.517 & 12.517 & 0.103\\
$\times100$ & 1.252 & 1.246 & 0.140
\end{tabular}
\end{center}

The first tenfold broadening raises the ratio of the interband to the relaxation-time conductivity from about 0.01\% to 0.8\%, a factor of 85, against the 100 expected from $g^2$ for well-separated lines. The second raises it to 11\%, a factor of only 14. The smallest ratio of separation to summed widths on the mesh is 12.5 at first, and thus 1.25 and 0.125 after broadening. In the last case the lines overlap at about half of the mesh points, which carry 80\% of the interband term, and there (\ref{overlap}) predicts saturation of the ratio. Summing (\ref{overlap}) over the mesh, with $c$ taken at the mean frequency, gives 0.142 against the 0.140 of the table, although at single points of this mesh it is up to five times too large. Near $\mathbf q=0$, where $\omega_1\ll\omega_2$, this factor grows as the mesh is refined: it is 9 and 18 at the lowest point after one and two doublings. The diagonal part stays within 0.5\% of its relaxation-time value at all three widths. The ratio $\gamma/\omega$ is at most 0.0016 at the original widths and 0.16 at the largest, where single modes fall up to 2.7\% below $c_s/2\gamma_s$. The sum stays closer because about two thirds of it comes from modes with $\gamma/\omega<0.07$.

The interband column depends on a choice made at the start, namely that energy sits at the atomic positions $R_i$. Shifting $R_i$ of one sublattice adds to the full current only the time derivative of a bounded quantity, so the exact conductivity cannot change. In (\ref{bubble}) the diagonal part is indeed unchanged, but $v_{12}$ is not. Moving one sublattice by $d/2$ or $d$ towards its $K_1$ neighbour, or by $d$ towards its $K_2$ neighbour, turns 0.140 into 0.101, 0.148 or 0.476, and 0.012 into 0.009, 0.008 or 0.024. For $K_1=48$ N/m and $K_2=0$, with no force of any kind across the cut bonds, no heat can flow along $x$, yet the interband term is 0.004 at widths $\times1$ and 0.25 at $\times100$. The omitted anharmonic current and vertex corrections can therefore be as large as the interband term, as they must be for $K_2=0$, and the 11\% is a value of (\ref{bubble}) with atomic positions. A classical version of the lattice in which random velocity reversals give every mode the same $\gamma$ conserves energy and can be solved with its vertex correction. Its conductivity does not depend on $R_i$ and vanishes for $K_2=0$. For springs of 28 and 20 N/m its excess over the relaxation-time value is about 30\% smaller than without the vertex correction, at $\gamma=0.06$ and at 6 ps$^{-1}$ on a $12\times8\times8$ mesh.

\section{What narrowing does not remove}

\subsection{Vertex corrections}

A vertex correction joins the two propagators and passes the disturbance to other modes, as the scattering-in term of the Boltzmann equation does. Each such link costs a factor of order $\gamma$, but the additional propagator pair restores $1/\gamma$. Narrowing therefore does not remove these terms, and (\ref{rta}) is not the full Boltzmann solution.

A simple collision model shows their size. Let a fraction $f$ of collisions conserve crystal momentum and relax modes towards a Planck distribution drifting at speed $U$, while the rest relax them to equilibrium. For small $U$ the drifting distribution exceeds equilibrium by $\phi qU$, with $\phi=-\partial n/\partial\omega=cT/\hbar\omega^2$. Also $\partial n/\partial T=c/\hbar\omega$. With temperature gradient $G$, the steady deviation $\delta$ obeys
\begin{equation}
v\frac{c}{\hbar\omega}G=-\frac{\delta}{\tau}+\frac{f\phi qU}{\tau}
\;\Rightarrow\;
\delta=-\tau v\frac{c}{\hbar\omega}G+f\phi qU .
\end{equation}
Momentum conservation requires $\sum q(\delta-\phi qU)/\tau=0$. Substituting $\delta$,
\begin{equation}
U=-\frac{G\sum qvc/\hbar\omega}{(1-f)\sum q^2\phi/\tau}.
\end{equation}
The heat current $V^{-1}\sum\hbar\omega v\delta=-\kappa G$ then contains (\ref{rta}) plus
\begin{equation}
\kappa_{\rm drift}=\frac{f}{1-f}\,\frac{\left(\sum cvq/\omega\right)^2}{V\sum cq^2/(\omega^2\tau)} .
\end{equation}
This too is proportional to $1/\gamma$. For $f=1/2$, a chosen value, it adds 3\% in the example. That figure belongs to this lattice and collision model. It is small because $q$ is counted in the zone of the two-atom cell, where the upper branch has $v$ opposite to $q$. Assigning that branch the unfolded wavevector $q-\pi/d$ (for $q>0$) gives 20\%.

\subsection{Low temperature}

The limits $\gamma\to0$ and $T\to0$ do not commute for a mode of fixed frequency. At $\omega\ll\omega_s$, $B_s\simeq4\gamma_s\omega/\pi\omega_s^3$, and thermal frequencies contribute
\begin{equation}
I_{ss}^{\rm tail}=\frac{16\gamma_s^2}{\pi\omega_s^6}\int_0^\infty\omega^2c\,d\omega
=\frac{64\pi^3k_B\gamma_s^2}{15\,\omega_s^6}\left(\frac{k_BT}{\hbar}\right)^3,
\end{equation}
using $\int_0^\infty x^4e^x/(e^x-1)^2dx=4\pi^4/15$. The resonant term falls as $e^{-\hbar\omega_s/k_BT}$ and eventually becomes smaller. For $\gamma_s/\omega_s=0.001$, equating the two numerically gives $\hbar\omega_s/k_BT=33$; the full integral reaches twice $c_s/2\gamma_s$ at 32. The tail assumes that damping stays constant far below the resonance, so it marks a limit of the Lorentzian form and should not be read as a prediction for a crystal.

\section{The model beside silicon}

The model's sound speed along $x$, 6.1 km/s, is of the right size for silicon. Its highest frequency, 12.5 THz, is somewhat low against roughly 15 THz. Its conductivity is near silicon's rough room-temperature value of 150 W/(m K), but $A$ was chosen to put it in that range. The interband figures are not estimates for silicon. They come from the chosen spring alternation, and pairs of different polarisation are absent. Springs of 25 and 23 N/m give ratios of about $3\times10^{-4}$ and 4\% at widths $\times1$ and $\times100$ (with 48 points along $q_x$; 12 points give only $1\times10^{-4}$ and 2.7\%), while 32 and 16 N/m give $7\times10^{-5}$ and 19\%. Doubling the mesh in each direction raises 125 to 127 W/(m K), and doubling again gives 128. The error falls as the inverse of the number of points per axis, so the limit is about 129. The interband terms stay at 0.012 and 0.140, so the total at widths $\times100$ tends to 1.42 W/(m K), an excess of about 10.5\%. Of the film figures below, 59\% moves to 60\% and 41 W/(m K) does not move.

In a film 100 nm thick, the assumption of an unbounded crystal fails. In the model, 59\% of the conductivity comes from modes with $|v_x|\tau>100$ nm. For heat flow across a 100 nm film, take the mean distance to an absorbing contact as half the thickness $L$, which adds $2|v_x|/L$ to each scattering rate. This estimate lowers $\kappa$ from 125 to 41 W/(m K), far more than the interband correction changes it. The omitted anharmonic current was not evaluated. The thermal displacement is small against the spacing: averaging $(\hbar/2m\omega)\coth(\hbar\omega/2k_BT)$ over the modes gives an rms value of 0.0069 nm per axis, 2.6\% of the spacing. This does not make the omitted terms small beside the interband term, as its dependence on $R_i$ shows.
